How large is dielectric friction on a small ion?

**Question.** An ion of charge q and radius a drifts slowly through a polar liquid. The liquid's polarization needs a time τ to follow the ion's field, so it lags behind and pulls the ion back. How does this drag depend on q, a, τ and the permittivities, and how large is it beside ordinary viscous drag?

**Answer.** The powers follow from the heat produced by the lagging polarization. The numerical coefficient needs more care, because it depends on how the solvent moves.

**The lag and its heat**

Use atomic units with 4πε₀ = 1, and time dependence exp(−iωt). The liquid is a linear, local, isotropic Debye dielectric:

ε(ω) = ε∞ + Δ/(1 − iωτ), Δ = εs − ε∞.

The part ε∞ responds at once. The slow polarization P obeys

τ dP/dt = −(P − χE), χ = Δ/(4π).

Around an ion at rest, the field outside r = a is E₀ = q r̂/(εs r²), and P = χE₀.

When the ion moves, write P = χE + δP. The relaxation law gives δP = −τ dP/dt. The corrections to E and P are themselves of first order in the speed v, so their rates of change are of second order. To first order, therefore,

δP = −τχ dE₀/dt.

At given E the slow polarization has free-energy density P²/(2χ) − P·E. The force driving it to equilibrium is −(P/χ − E) = −δP/χ, and it moves at the rate −δP/τ. The product is the heat produced per unit volume and time:

h = |δP|²/(χτ) = τχ|dE₀/dt|² = (τΔ/4π)|dE₀/dt|².

**The scaling**

Near the ion E₀ ~ q/(εs a²), and it changes in a time a/v. Hence dE₀/dt ~ qv/(εs a³). The heated volume is of order a³. In steady motion the stored energy is constant, so the work done against the drag, ζv², equals the heat:

ζv² ~ τΔ · q²v²/(εs² a⁶) · a³.

This gives

ζ = C q²τ(εs − ε∞)/(εs² a³),

with C a number for a given kind of solvent motion.

Both factors 1/εs come from the square of the screened field. A direct force estimate must also contain both. The lag δP ~ τvΔq/(εs a³) has one. The second appears because D = εsE + 4πδP: if D is unchanged, the lag creates a field −4πδP/εs, not −4πδP.

**Immobile solvent**

At a fixed point dE₀/dt = −(v·∇)E₀. Differentiating r/r³ gives

(v·∇)(r/r³) = v/r³ − 3r(v·r)/r⁵,

whose square is v²(1 + 3cos²θ)/r⁶. The angular integral is 4π(1 + 1) = 8π, and the radial one is ∫ r⁻⁴dr = 1/(3a³) from a to infinity. The exterior heat is

(τΔ/4π)(q²/εs²)(8πv²/3a³) = (2/3) q²τΔv²/(εs² a³).

If the ion is a uniformly charged ball permeated by the dielectric, the inner field q r/(εs a³) changes at the rate qv/(εs a³) in magnitude. The volume 4πa³/3 then adds a coefficient 1/3, so the whole ball has C = 1. The exterior share, C = 2/3, serves below as the immobile-solvent estimate. It leaves open what happens to solvent that the ion overruns.

**The same friction as a fluctuating force**

The permeated ball shows where the two powers of εs come from. The field is E = (D − 4πP)/ε∞, while at equilibrium E = D/εs. The slow polarization therefore contributes the field −(1/ε∞ − 1/εs)D. Freeze it and displace the ball by a small x. Inside the ball D = q r/a³ about the old centre, so the restoring force is −Kx, with

K = q²(1/ε∞ − 1/εs)/a³ = q²Δ/(ε∞εs a³).

Inserting E into the relaxation law at fixed D gives

τ dP/dt = −(1 + Δ/ε∞)P + ΔD/(4πε∞) = −(εs/ε∞)P + ΔD/(4πε∞).

The relaxation time is thus τL = τε∞/εs. At constant speed, a displacement made a time s ago leaves a force that has decayed by exp(−s/τL). The drag is

∫₀^∞ Kv exp(−s/τL) ds = KτLv = q²τΔv/(εs² a³).

One factor 1/εs belongs to the stiffness and one to the relaxation time, while ε∞ cancels between them.

The stiffness also fixes the thermal force. A displacement x changes the Boltzmann weight of the slow polarization by the factor 1 + xF/kT, where F is the fluctuating force component along x. After relaxation the mean force has shifted by x⟨F²⟩/kT. This shift must cancel −Kx, since a uniform liquid has no preferred position. Hence ⟨F²⟩ = kTK, and the friction is the time integral of the force correlation divided by kT.

**A charge inside a fixed cavity**

The pure power εs⁻² is not guaranteed. Let a charge move by a small x away from the centre of an empty cavity of radius a that stays fixed. The added dipole is p = qx. The added potential is (p/r² − Rr)cosθ inside and Bp cosθ/r² outside. Continuity of the potential and of the normal displacement at r = a gives

p − Ra³ = Bp, 2p + Ra³ = 2εsBp.

Adding these, B = 3/(2εs + 1). The exterior field is again a dipole field, with B in place of 1/εs, so the friction is (2/3)B²q²τΔ/a³. In the notation above,

C = 6εs²/(2εs + 1)².

This tends to 3/2 for εs ≫ 1/2, where the simple scaling returns.

**Solvent that flows**

A real liquid moves aside and carries its polarization along. In the frame of the ion, a liquid element with velocity u, turning at the rate (1/2)∇×u, sees

dE₀/dt → (u·∇)E₀ − (1/2)(∇×u)×E₀.

For Stokes flow that sticks to the sphere, with x = a/r from here on,

u_r = v cosθ (1 − 3x/2 + x³/2),
u_θ = −v sinθ (1 − 3x/4 − x³/4).

The curl has only a φ component:

(1/r)[∂(r u_θ)/∂r − ∂u_r/∂θ] = −(v sinθ/r)[(1 + x³/2) − (1 − 3x/2 + x³/2)] = −3vx sinθ/(2r).

Since ∂r̂/∂θ = θ̂ and φ̂×r̂ = θ̂, the rate of change has the components

radial: −2(qv/εs r³) cosθ f, f = 1 − 3x/2 + x³/2,
polar: −(qv/εs r³) sinθ g, g = 1 − 3x/2 − x³/4.

The angular averages of cos²θ and sin²θ are 1/3 and 2/3, and r⁻⁴dr becomes x²dx/a³ once the limits are put in order. Therefore

C = (4/3)∫₀¹x²f²dx + (2/3)∫₀¹x²g²dx.

Setting f = g = 1 recovers 2/3. For the stick flow,

∫x²f²dx = 1/3 − 3/4 + 9/20 + 1/6 − 3/14 + 1/36 = 17/1260,
∫x²g²dx = 1/3 − 3/4 + 9/20 − 1/12 + 3/28 + 1/144 = 323/5040,

C = 17/945 + 323/7560 = 17/280 ≈ 0.061.

The coefficient is 11 times smaller than for immobile solvent, because f falls to zero at the sphere, while g passes through zero near r = 1.6a and reaches only −3/4 at the sphere. With perfect slip, u_r = v cosθ(1 − x) and u_θ = −v sinθ(1 − x/2). The curl is −vx sinθ/r, so f = g = 1 − x and C = 2(1/3 − 1/2 + 1/5) = 1/15.

These flow values are of first order in the ratio of dielectric to viscous friction. Electric forces do change the flow, by some δu. For stick, the first-order change of viscous heat is a surface integral of δu times the Stokes stress, since that stress has no divergence. It vanishes because δu = 0 on the sphere and the far surface contributes nothing. To this order, then, the dielectric heat simply adds to the viscous heat, and the total friction is 6πηa plus the dielectric term. For slip the same integral vanishes because δu has no normal component on the sphere and the tangential stress is zero there; the viscous part is then 4πηa.

**Size for lithium in water**

Take rough typical values near room temperature: εs = 78, ε∞ = 5, τ = 8 ps, viscosity η = 0.9 mPa s and T = 298 K. Let a = 2 Å, roughly the distance from the ion to the nearest oxygen. With e²/(4πε₀) = 14.40 eV Å,

τΔ/εs² = 8 × 73/78² = 0.0960 ps,
e²/(4πε₀a³) = 14.40/8 = 1.80 eV/Å².

Their product, 0.173 eV ps/Å², is the friction for C = 1. The estimates are:

- immobile solvent: 0.115 eV ps/Å² (1.85 × 10⁻¹² kg/s);
- stick flow: 0.0105 eV ps/Å² (1.7 × 10⁻¹³ kg/s);
- viscous friction 6πηa: 0.212 eV ps/Å².

The dielectric part is thus 54% or 5% of the viscous part, depending on the solvent motion assumed. The mobility e/ζ is 4.7 × 10⁻⁴ cm²/Vs with viscosity alone. It becomes 3.1 × 10⁻⁴ with the immobile-solvent term and 4.5 × 10⁻⁴ with the stick-flow term. For the permeated ball, τL = 0.51 ps and K = 0.337 eV/Å², so with kT = 0.0257 eV the rms force component is √(kTK) = 0.093 eV/Å.

At fixed liquid properties, write the total friction as 6πηa + b/a³. Its derivative vanishes when

a⁴ = 3b/(6πη).

For immobile solvent this gives a radius of least friction of 2.3 Å. Below it, in this estimate, smaller ions move more slowly, although their viscous drag is less. The estimate is not consistent, however: it takes the liquid as at rest for the dielectric term and as flowing for the viscous one. The minimum is therefore no evidence that real small ions are slowed in this way.

For stick flow the formula gives 1.2 Å, but that minimum is spurious. There the dielectric term is already one third of the viscous term, so the change of the flow, which the formula leaves out, matters for the shape of the curve. Both heats are quadratic in the flow, and the actual slow flow makes their sum least. Around a smaller ion of the same charge, the liquid could keep the flow of the larger one, with the layer in between moving rigidly with the ion. That layer adds no heat, so with stick the friction of the smaller ion cannot be greater. The argument needs the stick condition. With slip the rigid layer is not available, and minimising the summed heat over all flows leaves a shallow minimum of the friction near 1 Å.

**What limits the estimate**

The measured mobility of lithium in water is roughly 4 × 10⁻⁴ cm²/Vs, between the immobile-solvent and stick-flow values and below both estimates with flowing solvent (slip, with its viscous part 4πηa, gives about 6.5 × 10⁻⁴). This is weak support: the lower value rests on the inconsistent immobile-solvent estimate, and a was chosen on molecular grounds and enters as a cube. In the formulas above, a bare ionic radius of 0.8 Å would raise the dielectric term by (2/0.8)³ ≈ 16. The stick-flow term would then be 1.9 times the viscous one, outside its first-order range, where the formula overstates the friction. The opposite error is also possible. A solvent molecule is about 2.8 Å across, 1.4 times a. If the first shell travelled with the ion, the nearest oxygen left behind would be roughly one molecular diameter farther out, and the radius, taken as before to that oxygen, would become about 2 + 2.8 = 4.8 Å. The dielectric term would fall by 2.4³ ≈ 14, and the viscous term would rise by 2.4. The calculated mobility would then be about 2 × 10⁻⁴ cm²/Vs, half the measured one. The continuum assumption is therefore a leading uncertainty, together with the solvent motion.

Other neglected effects can be sized at a = 2 Å:

- **Saturation.** At r = a the linear law needs a slow polarization Δq/(4πεs a²) = 73/(78 × 4π × 4) = 0.0186 e/Å². Water has about 0.0334 molecules per Å³. With the dipole of an isolated molecule, 0.4 e Å, even full alignment gives only 0.0134 e/Å². The dipole in the liquid is larger, but even an effective value twice as large would need about 70% alignment, far beyond the linear range. The linear dielectric therefore fails in the first shell, where the formulas place much of the heat. The figures for lithium show what the linear model gives; they are not reliable predictions for the real ion.
- **Thermal motion.** With the stick-flow mobility, the diffusion coefficient is 0.116 Å²/ps. The rms displacement along one axis is 0.34 Å during τL but 1.4 Å during τ. The first is 0.17a, which is not negligible: for the permeated ball, adding Dk² (D the diffusion coefficient, k the wavenumber) to the decay rate 1/τL of each Fourier component lowers the friction by about 18%, and diffusion of the solvent molecules would lower it further. The second is comparable to a, which weakens the flow estimate, where τ can matter as well as τL.
- **Inertia and quantum motion.** For a mass m of 7 u and the steady stick-flow friction ζ, the nominal damping time m/ζ is 0.003 ps, and ħ/kT is 0.026 ps. Both are well below τL, so the slow drift and the relaxation it excites can be treated as overdamped and classical. This does not extend to the fast local motion of the ion. The viscous flow itself needs about a²ρ/η = 0.04 ps to form (ρ the density of water), longer than m/ζ. The stiffness K of the permeated ball alone would give an oscillation of period 0.29 ps, with ħ√(K/m) = 0.55 kT.
- **Drift.** In a field of 0.01 MV/cm the ion drifts only 0.002a during τ, so the applied field does not spoil linearity.

At much higher speed the linear law fails. Summing the energy loss over the Fourier components of the permeated ball, with the full ε(ω), gives a drag 0.29 times the linear value at vτL = a. The slow polarization can no longer follow the fastest changes of the field.
